# Ion Mass from a Collisionless Child Sheath: Is It Argon?: verification in Python

```python
# Result under test: the ion mass inferred from a collisionless Child sheath,
#   M = 2 V^3 / (81 pi^2 J^2 s^4)   in atomic units,
# J = ion current density, V = sheath voltage, s = sheath thickness.
# Ions are singly charged and start at rest; the sheath holds no electrons.
# The check integrates Poisson's equation in SI units and searches for M.
# Finite entry energy, electrons and collisions are then sized.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

e, eps0, amu = const.e, const.epsilon_0, const.atomic_mass
bohr = const.physical_constants["Bohr radius"][0]
au_current = const.physical_constants["atomic unit of current"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
au_current_density = au_current / bohr**2

J, V, s = 7.7, 400.0, 3.0e-3       # A/m^2, V, m


def child_mass(current, voltage, thickness):
    """Mass in u from the atomic-unit formula; arguments in SI."""
    j = current / au_current_density
    v = voltage / hartree_eV
    d = thickness / bohr
    mass_au = 2 * v**3 / (81 * np.pi**2 * j**2 * d**4)
    return mass_au * const.m_e / amu


def child_current(mass_u, voltage, thickness):
    """Current density in A/m^2 from the atomic-unit Child law."""
    m = mass_u * amu / const.m_e
    v = voltage / hartree_eV
    d = thickness / bohr
    j = np.sqrt(2 / m) * v**1.5 / (9 * np.pi * d**2)
    return j * au_current_density


def integrate_sheath(mass_u, current, thickness, entry_eV, points=None):
    """Potential drop and field from Poisson's equation, SI units."""
    def rhs(x, y):
        speed = np.sqrt(2 * e * (y[0] + entry_eV) / (mass_u * amu))
        return [y[1], current / (eps0 * speed)]
    sol = solve_ivp(rhs, (0, thickness), [0.0, 0.0], method="DOP853",
                    t_eval=points, rtol=1e-9, atol=[1e-12, 1e-6])
    assert sol.success
    return sol.y


def searched_mass(current, voltage, thickness, entry_eV=4e-8):
    """Mass in u for which the integrated drop equals the voltage."""
    def miss(m):
        return integrate_sheath(m, current, thickness,
                                entry_eV)[0, -1] - voltage
    return brentq(miss, 5, 200, xtol=1e-7)


# Mass, wall speed, profile and wall field
mass = child_mass(J, V, s)
mass_search = searched_mass(J, V, s)
assert abs(mass / mass_search - 1) < 5e-4   # tiny entry energy in search
wall_speed = 9 * J * s**2 / (4 * eps0 * V)
assert abs(wall_speed / np.sqrt(2*e*V/(mass_search*amu)) - 1) < 5e-4
wall_field = 4 * V / (3 * s)
profile = integrate_sheath(mass_search, J, s, 4e-8, [s / 2, s])
mid_drop = V * 0.5**(4 / 3)
assert abs(profile[0, 0] / mid_drop - 1) < 5e-4
assert abs(profile[1, 1] / wall_field - 1) < 5e-4

# Window of masses allowed by the rounding of the data
low_data = (J + 0.05, V - 0.5, s + 0.05e-3)
high_data = (J - 0.05, V + 0.5, s - 0.05e-3)
mass_low, mass_high = child_mass(*low_data), child_mass(*high_data)
assert abs(mass_low / searched_mass(*low_data) - 1) < 5e-4
assert abs(mass_high / searched_mass(*high_data) - 1) < 5e-4
thickness_only = [child_mass(J, V, s + d) for d in (0.05e-3, -0.05e-3)]

# Candidate ions, masses in u
ions = {"N2+": 28.01, "O2+": 32.00, "Ar+": 39.95,
        "Ca+": 40.08, "CO2+": 44.01}
currents = {name: child_current(m, V, s) for name, m in ions.items()}
for name, m in ions.items():
    fits = name in ("Ar+", "Ca+")
    assert (mass_low < m < mass_high) == fits
    assert (abs(currents[name] - J) < 0.05) == fits
    drop = integrate_sheath(m, currents[name], s, 4e-8)[0, -1]
    assert abs(drop / V - 1) < 5e-4

# Bohm entry energy, electrons still left out
Te = 3.0                          # eV, rough typical value
W0 = Te / 2
W = V + W0
F = (np.sqrt(np.sqrt(W) - np.sqrt(W0))
     * (np.sqrt(W) + 2 * np.sqrt(W0)) / V**0.75)
mass_entry = mass * F**4
assert abs(mass_entry / searched_mass(J, V, s, W0) - 1) < 5e-4

# Electrons included; length in Debye lengths at the sheath edge
eta_wall = V / Te
child_length = np.sqrt(2) / 3 * (2 * eta_wall)**0.75


def inverse_slope(eta):
    return 1 / np.sqrt(2 * (np.sqrt(1 + 2*eta) + np.exp(-eta) - 2))


def crossing(level, terminal=False):
    def event(x, y):
        return y[0] - level
    event.terminal = terminal
    return event


starts = (0.5, 1.0, 2.0)          # starting drop in units of Te/e
events = [crossing(a) for a in starts] + [crossing(eta_wall, True)]
eta0 = 0.01
full = solve_ivp(
    lambda x, y: [y[1], 1/np.sqrt(1 + 2*y[0]) - np.exp(-y[0])],
    (0, 500), [eta0, np.sqrt(2 * eta0**3 / 3)], events=events,
    method="DOP853", rtol=1e-10, atol=1e-13)
assert full.status == 1
ratios = []
for k, start in enumerate(starts):
    length = quad(inverse_slope, start, eta_wall, limit=200)[0]
    length_ode = full.t_events[-1][0] - full.t_events[k][0]
    assert abs(length / length_ode - 1) < 1e-4
    ratios.append(length / child_length)
assert min(ratios) > 1
R = ratios[1]
real_current = currents["Ar+"] * R**2
misread_mass = child_mass(real_current, V, s)

# Edge plasma of the example and ion collisions
bohm_speed = np.sqrt(e * Te / (ions["Ar+"] * amu))
edge_density = J / (e * bohm_speed)
debye = np.sqrt(eps0 * Te / (e * edge_density))
pressure_mTorr, gas_T, sigma_A2 = 1.0, 300.0, 100.0   # rough values
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
free_path = 1 / (gas_density * sigma_A2 * 1e-20)
collided = 1 - np.exp(-s / free_path)

print(f"Ion current density: {J:.1f} A/m^2")
print(f"Sheath voltage: {V:.0f} V")
print(f"Sheath thickness: {s*1e3:.1f} mm")
print(f"Vacuum permittivity: {eps0:.4e} F/m")
print(f"Elementary charge: {e:.4e} C")
print(f"Atomic mass unit: {amu:.4e} kg")
print(f"Ion speed at wall: {wall_speed:.4e} m/s")
print(f"Inferred mass: {mass:.2f} u = {mass*amu:.3e} kg")
print(f"Mass from numerical search: {mass_search:.2f} u")
print(f"Argon mass minus inferred: {ions['Ar+']-mass:.2f} u")
print(f"Difference from argon: {100*(mass/ions['Ar+']-1):.2f} %")
print(f"Wall field: {wall_field*1e-3:.1f} V/mm")
print(f"Potential drop at half thickness: {mid_drop:.1f} V")
print(f"Mass window, all rounding: {mass_low:.1f} to {mass_high:.1f} u")
print(f"Mass window, thickness only: {thickness_only[0]:.1f} to "
      f"{thickness_only[1]:.1f} u")
for name, m in ions.items():
    print(f"{name}: mass {m:.2f} u, Child current "
          f"{currents[name]:.2f} A/m^2")
print(f"Electron temperature (rough): {Te:.1f} eV")
print(f"Bohm entry energy: {W0:.1f} eV")
print(f"Bohm speed of argon: {bohm_speed:.0f} m/s")
print(f"Edge plasma density: {edge_density*1e-6:.2e} cm^-3")
print(f"Edge Debye length: {debye*1e3:.3f} mm")
print(f"Entry energy, thickness factor F: {F:.3f}")
print(f"Entry energy, mass factor F^4: {F**4:.2f}")
print(f"Entry energy, corrected mass: {mass_entry:.1f} u")
for start, ratio in zip(starts, ratios):
    print(f"With electrons, from drop {start*Te:.1f} V: "
          f"R = {ratio:.3f}, mass {mass*ratio**4:.1f} u")
print(f"Real argon current, from drop {Te:.1f} V: "
      f"{real_current:.1f} A/m^2")
print(f"Child mass read from that current: {misread_mass:.1f} u")
print(f"Gas pressure (rough): {pressure_mTorr:.1f} mTorr")
print(f"Gas temperature (rough): {gas_T:.0f} K")
print(f"Collision cross-section (rough): {sigma_A2:.0f} angstrom^2")
print(f"Ion mean free path: {free_path*1e3:.0f} mm")
print(f"Ions that collide in the sheath: {100*collided:.0f} %")
print("PASS")
```

Running it gives:

```
Ion current density: 7.7 A/m^2
Sheath voltage: 400 V
Sheath thickness: 3.0 mm
Vacuum permittivity: 8.8542e-12 F/m
Elementary charge: 1.6022e-19 C
Atomic mass unit: 1.6605e-27 kg
Ion speed at wall: 4.4026e+04 m/s
Inferred mass: 39.82 u = 6.613e-26 kg
Mass from numerical search: 39.83 u
Argon mass minus inferred: 0.13 u
Difference from argon: -0.32 %
Wall field: 177.8 V/mm
Potential drop at half thickness: 158.7 V
Mass window, all rounding: 36.7 to 43.3 u
Mass window, thickness only: 37.3 to 42.6 u
N2+: mass 28.01 u, Child current 9.18 A/m^2
O2+: mass 32.00 u, Child current 8.59 A/m^2
Ar+: mass 39.95 u, Child current 7.69 A/m^2
Ca+: mass 40.08 u, Child current 7.68 A/m^2
CO2+: mass 44.01 u, Child current 7.32 A/m^2
Electron temperature (rough): 3.0 eV
Bohm entry energy: 1.5 eV
Bohm speed of argon: 2692 m/s
Edge plasma density: 1.79e+10 cm^-3
Edge Debye length: 0.096 mm
Entry energy, thickness factor F: 1.090
Entry energy, mass factor F^4: 1.41
Entry energy, corrected mass: 56.3 u
With electrons, from drop 1.5 V: R = 1.221, mass 88.5 u
With electrons, from drop 3.0 V: R = 1.169, mass 74.5 u
With electrons, from drop 6.0 V: R = 1.119, mass 62.5 u
Real argon current, from drop 3.0 V: 10.5 A/m^2
Child mass read from that current: 21.4 u
Gas pressure (rough): 1.0 mTorr
Gas temperature (rough): 300 K
Collision cross-section (rough): 100 angstrom^2
Ion mean free path: 31 mm
Ions that collide in the sheath: 9 %
PASS
```
